\section*{Net phonon emission rate from the energy balance of a drifting electron}

\section*{Question}

I am working on hot electrons in a wide-gap transistor channel. The exercise says that an electron drifts at $1.5\times10^{7}$ cm/s in a field of 100 kV/cm and loses its energy to optical phonons of 92 meV. I have to find the phonon emission rate that balances the heating by the field.

I started from the kinetic energy $\tfrac12 mv^2$. With an effective mass of about 0.2 free-electron masses, it comes out well below 92 meV, so it seems that the electron could not emit a phonon at all. I also don't know which scattering rate is meant, since the electron hits other things besides phonons and can absorb phonons too. How do I get the rate from the numbers given?

\section*{Answer}

You need the power supplied by the field, not the kinetic energy of the drift. The energy balance then gives a definite rate, but it is the \emph{net} rate, emission minus absorption.

\subsection*{Why the drift energy misleads you}

The given velocity is a mean over many electrons, or over a long time for one electron. Near the bottom of the band, where the energy is $\tfrac12 m|\mathbf v|^2$, write $\mathbf v=\langle\mathbf v\rangle+\delta\mathbf v$ with $\langle\delta\mathbf v\rangle=0$. The cross term averages to zero, so
\begin{equation}
\langle E\rangle=\tfrac12 m|\langle\mathbf v\rangle|^2+\tfrac12 m\langle|\delta\mathbf v|^2\rangle .
\end{equation}
You computed the first term. Collisions turn directed motion into random motion, which sits in the second term. As the field keeps doing work, individual electrons can rise above the emission threshold even though the drift energy stays far below it.

\subsection*{Heating by the field}

Let $F$ be the magnitude of the field and $v$ the mean velocity along the electric force. The electron has charge $-e$, so between collisions
\begin{equation}
\hbar\frac{d\mathbf k}{dt}=-e\mathbf F,\qquad
\mathbf v_g=\frac1\hbar\nabla_{\mathbf k}E .
\end{equation}
The chain rule gives its energy gain:
\begin{equation}
\frac{dE}{dt}=\nabla_{\mathbf k}E\cdot\frac{d\mathbf k}{dt}
=\hbar\mathbf v_g\cdot\frac{-e\mathbf F}{\hbar}
=-e\mathbf F\cdot\mathbf v_g .
\end{equation}
The electron drifts against $\mathbf F$, so the average is positive: $P=eFv$. No effective mass appears, and the band need not be parabolic.

\subsection*{Loss to phonons}

Let $R_{\rm em}$ and $R_{\rm abs}$ be the mean numbers of phonons emitted and absorbed per electron and per second. Each emission removes $E_{\rm LO}$ from the electron and each absorption returns it. An elastic collision, for instance with a fixed impurity, changes the direction of motion but not the energy. For a uniform population with no other energy loss,
\begin{equation}
\frac{d\langle E\rangle}{dt}=eFv-E_{\rm LO}\,(R_{\rm em}-R_{\rm abs}).
\label{balance}
\end{equation}
In steady state the left side is zero, hence
\begin{equation}
R\equiv R_{\rm em}-R_{\rm abs}=\frac{eFv}{E_{\rm LO}} .
\label{rate}
\end{equation}

\subsection*{The numbers}

One electron charge times one volt is one electronvolt, so V/cm times cm/s gives eV/s directly:
\begin{align}
P&=(1.0\times10^{5})(1.5\times10^{7})\ \text{eV/s}
=1.5\times10^{12}\ \text{eV/s},\\
R&=\frac{1.5\times10^{12}\ \text{eV/s}}{0.092\ \text{eV}}
\approx1.6\times10^{13}\ \text{s}^{-1}.
\end{align}
The power is about $2.4\times10^{-7}$ W per electron. The mean time per net phonon is $1/R\approx61$ fs, and the mean drift distance in that time is
\begin{equation}
\frac{v}{R}=\frac{E_{\rm LO}}{eF}\approx9.2\ \text{nm}.
\end{equation}
The velocity has cancelled: this is the distance over which the field does 92 meV of work. At fixed field and phonon energy, a faster drift raises $R$ in proportion but leaves this distance unchanged.

\subsection*{A simulation with the phonons counted}

To see the balance at work, I followed 4000 electrons by Monte Carlo simulation at 100 kV/cm, with phonons at 300 K. The band was $E(1+aE)=\hbar^2k^2/2m$, with $a=0.3$ eV$^{-1}$ and $m=0.20\,m_0$, where $m_0$ is the free-electron mass. Optical scattering was isotropic, with a chosen strength, so the velocities are not predictions for a material. After 1 ps of settling, I counted phonons and measured the drift for 2 ps. The time step was 0.5 fs, which lowers the drift by up to about 1\% but leaves the energy balance intact.

With an added elastic collision rate of $3.5\times10^{13}$ s$^{-1}$, the drift was $1.24\times10^{7}$ cm/s and the mean energy 0.156 eV. The counted net rate was $1.349\times10^{13}$ s$^{-1}$, against $1.348\times10^{13}$ s$^{-1}$ from \eqref{rate} with the measured drift. Without elastic collisions, the drift rose to $2.03\times10^{7}$ cm/s and the counted rate to $2.20\times10^{13}$ s$^{-1}$, again in agreement. Both runs gave 9.20 nm per net phonon. Elastic collisions therefore affect $R$ through the drift velocity, not through a separate term in the energy balance.

The steady state matters. The electrons started at rest, and during the first 40 fs the net phonon energy given out was $-5\%$ of the field's work with elastic collisions and $-3\%$ without. The minus sign means that absorption exceeded emission. An electron starting from rest has $\hbar k\le eFt$, which in this band keeps it below 92 meV for the first 40 fs unless it absorbs a phonon. The work is at first stored as electron energy.

\subsection*{How large is the gross emission rate?}

Equation \eqref{balance} cannot separate emission from absorption; that takes a scattering model. For a polar crystal, use the Fr\"ohlich interaction in a parabolic band. Let $\omega=E_{\rm LO}/\hbar$, let $N$ be the phonon occupation, and let $\kappa=1/\epsilon_\infty-1/\epsilon_s$, with $\epsilon_\infty$ and $\epsilon_s$ the high-frequency and static relative permittivities. In a crystal of volume $V$, the squared matrix element for absorbing a phonon of wavevector $\mathbf q$ is $e^2\hbar\omega\kappa N/(2\epsilon_0Vq^2)$.

Energy conservation requires $\hbar^2(2kq\cos\theta+q^2)/2m=\hbar\omega$. Integrating the delta function over $\cos\theta$ gives $m/(\hbar^2kq)$, for $q$ between $k'-k$ and $k'+k$, where $k'$ is the final wavenumber. Replacing the sum over $\mathbf q$ by $V/(2\pi)^3\int2\pi q^2\,dq\,d\cos\theta$, the golden rule gives
\begin{align}
R_{\rm abs}
&=\frac{2\pi}{\hbar}\,\frac{1}{4\pi^2}\,
\frac{e^2\hbar\omega\kappa N}{2\epsilon_0}\,
\frac{m}{\hbar^2k}\int_{k'-k}^{k'+k}\frac{dq}{q}\nonumber\\
&=\frac{e^2\omega\kappa mN}{4\pi\epsilon_0\hbar^2k}
\ln\frac{k'+k}{k'-k}.
\end{align}
Set $x=E/E_{\rm LO}$. Then $k'/k=\sqrt{(x+1)/x}$, and the logarithm is
\begin{equation}
\ln\frac{\sqrt{x+1}+\sqrt x}{\sqrt{x+1}-\sqrt x}
=\ln\left(\sqrt{x+1}+\sqrt x\right)^2
=2\,\text{arcsinh}\sqrt x ,
\end{equation}
because the product of the numerator and the denominator is 1. Also $m/(\hbar k)=\sqrt{m/2E}=\sqrt{m/2\hbar\omega}/\sqrt x$. Therefore
\begin{equation}
R_{\rm abs}=2\alpha\omega N\,\frac{\text{arcsinh}\sqrt x}{\sqrt x},
\qquad
\alpha=\frac{e^2\kappa}{4\pi\epsilon_0\hbar}\sqrt{\frac{m}{2\hbar\omega}} .
\end{equation}

Gallium nitride has an optical phonon near 92 meV. With the rough values $m=0.20\,m_0$, $\epsilon_\infty=5.3$ and $\epsilon_s=9.0$, the coupling is $\alpha\approx0.42$. The permittivities of this crystal depend on direction; static values from 8.9 to 10.4 with $\epsilon_\infty=5.35$ give $\alpha$ from 0.41 to 0.49, and the absorption rates below scale with $\alpha$. At 300 K, $N=1/(e^{E_{\rm LO}/k_BT}-1)\approx0.029$. For an electron at 0.2 eV, $R_{\rm abs}\approx2.8\times10^{12}$ s$^{-1}$. Taking this as the mean absorption rate of the population gives
\begin{equation}
R_{\rm em}=R+R_{\rm abs}
\approx(1.63+0.28)\times10^{13}\ \text{s}^{-1}
\approx1.9\times10^{13}\ \text{s}^{-1}.
\end{equation}
This is a mean over all electrons, including those below 92 meV, which cannot emit. It is about 17\% above the net rate, but 0.2 eV is high for this population. The same derivation for emission gives $2\alpha\omega(N+1)\,\text{arcsinh}\sqrt{x-1}/\sqrt x$, about $8\times10^{13}$ s$^{-1}$ between 0.2 and 0.4 eV, four times the mean gross rate. At most about a quarter of the electrons can be that hot, so most are colder and absorb somewhat faster. The absorption rate rises from $2.8\times10^{12}$ s$^{-1}$ at 0.2 eV to $3.0\times10^{12}$ s$^{-1}$ at 0.1 eV and $2\alpha\omega N\approx3.5\times10^{12}$ s$^{-1}$ at the band bottom. The gross rate is therefore $1.9$ to $2.0\times10^{13}$ s$^{-1}$, about a fifth above the net rate. At 450 K, $N\approx0.10$ and the mean gross rate becomes about $2.6\times10^{13}$ s$^{-1}$, with absorption taken at 0.2 eV and with $F$ and $v$ held fixed; with absorption taken at the band bottom it is about $2.8\times10^{13}$ s$^{-1}$.

Two limits show the difference between the rates. As $N\to0$, absorption vanishes and gross and net emission coincide. As $F\to0$ at finite temperature, the net rate vanishes, while emission and absorption continue at equal rates.

\subsection*{Do acoustic phonons take a share?}

Their power must be subtracted from $eFv$ before dividing by $E_{\rm LO}$. For deformation-potential coupling $\Xi$, mass density $\rho$ and sound velocity $s$, the squared matrix element is $\Xi^2\hbar q/(2\rho Vs)$ times $N_q+1$ for emission or $N_q$ for absorption. The angular integral again gives $m/(\hbar^2kq)$. Energy conservation limits $q$ to $2k-\delta$ for emission and $2k+\delta$ for absorption, with $\delta=2ms/\hbar$. Weighting each event by $\hbar sq$ gives the net loss
\begin{equation}
L=\frac{\Xi^2m}{4\pi\rho\hbar k}
\left[\int_0^{2k-\delta}\!q^3(N_q+1)\,dq
-\int_0^{2k+\delta}\!q^3N_q\,dq\right].
\end{equation}
To first order in $\delta$, the bracket is $\int_0^{2k}q^3dq=4k^4$ minus $2\delta(2k)^3(N_{2k}+\tfrac12)$. For $\hbar sq\ll k_BT$, $N_q+\tfrac12\approx k_BT/(\hbar sq)$, and the subtracted term becomes $16mk^2k_BT/\hbar^2$. With $E=\hbar^2k^2/2m$,
\begin{equation}
L\approx\frac{\Xi^2mk^3}{\pi\rho\hbar}
\left(1-\frac{2k_BT}{E}\right).
\end{equation}
With the rough values $\Xi=8$ eV, $\rho\approx6.2$ g/cm$^3$ and $s=8\times10^{5}$ cm/s, numerical integration of the unexpanded expression at 300 K gives about $7\times10^{8}$ eV/s at 0.2 eV. That is 0.05\% of the heating power; at 0.4 eV the share is 0.16\%. This channel barely changes $R$. Piezoelectric coupling is not included.

\subsection*{What changes in a real channel}

For a gallium nitride transistor, 100 kV/cm and a drift of order $10^7$ cm/s are a reasonable high-field regime, but the velocity depends on the layer and its temperature. A rough breakdown field of 3 MV/cm is 30 times the field used here, which suggests that impact ionization is not the main correction.

Emitted phonons may not decay quickly enough to keep $N$ thermal. For electron density $n$ and phonon lifetime $t_{\rm ph}$, spread the emitted phonons evenly over the modes with $q<2k$. Their density is $D=(2k)^3/6\pi^2$, and generation balances decay when
\begin{equation}
\Delta N=\frac{nRt_{\rm ph}}{D}.
\end{equation}
At 0.2 eV, $D\approx1.45\times10^{20}$ cm$^{-3}$. With $t_{\rm ph}=1$ ps as a rough lifetime and $n=10^{18}$ cm$^{-3}$, $\Delta N\approx0.11$, about four times the thermal $N$ at 300 K. Since $D\propto E^{3/2}$, this depends strongly on the energy chosen: at 0.08 eV, more typical of a population with this drift, $D\approx3.7\times10^{19}$ cm$^{-3}$ and $\Delta N\approx0.4$. An average well above the thermal $N$ shows that hot phonons matter, but a small average does not rule them out, and the average does not give the gross rate. Fr\"ohlich coupling favours small $q$, so the emitted phonons crowd into fewer modes, and absorption can rise much more than the average suggests. A transistor channel can be much denser: $4\times10^{12}$ electrons per cm$^2$ in a layer 5 nm thick make $8\times10^{18}$ cm$^{-3}$. The same formula, with $D$ at 0.2 eV and the same rough lifetime, to which $\Delta N$ is proportional, then gives $\Delta N\approx0.9$, so reabsorption is strong and the gross rate can be far above the net one. A reliable value needs a calculation that follows the electrons and the phonons of each $q$ together. At this density it must also include screening, since the plasmon energy is about 0.1 eV, close to that of the phonon, the confinement of the electrons in the thin layer, and Pauli blocking, since the Fermi energy of the sheet is about 0.05 eV. At fixed $F$ and $v$, the net rate stays at $1.6\times10^{13}$ s$^{-1}$; if hot phonons change the drift, $R$ changes in proportion.

A transistor also has a nonuniform field, so electrons entering a high-field region can store part of the work. By energy conservation, each 92 meV stored means one net phonon fewer. For example, if an electron stores 92 meV over ten of the 9.2 nm lengths, the net rate is one part in ten below $eFv/E_{\rm LO}$, with $v$ the mean velocity over that stretch. An electron that enters with little energy can store more than this, and the reduction is then larger. For your exercise, with a steady drift in a uniform field, the answer is \eqref{rate}.
